# Atomic fractions of a two-element film from photoelectron peak areas

## Problem

A film containing two detectable elements, A and B, is illuminated with X-rays. Each element emits photoelectrons at its own energy, and the spectrum shows one line for each. After subtraction of the background, the counts in all channels of a line are added up. This sum is the peak area:

$$I_A=2000\ \text{counts},\qquad I_B=3000\ \text{counts}.$$

The relative sensitivity factors are $S_A=1$ and $S_B=3$. They are factors per atom: in a homogeneous film with equal numbers of A and B atoms, line B would have three times the area of line A.

The composition does not vary with depth, and the film is flat, clean and much thicker than the depth from which electrons escape.

(a) What are the atomic fractions $x_A$ and $x_B$, counted among A and B alone?

(b) How far does $x_A$ move when the counts are noisy or one of the assumptions fails?

## First estimate by scaling

The area of a line scales as the number of atoms times the signal per atom. The two areas are of similar size, so for a first estimate take them as equal. Since one B atom gives three times the signal of one A atom, equal areas require three A atoms for each B atom:

$$\frac{x_A}{x_B}\approx\frac{S_B}{S_A}=3,\qquad x_A\approx\frac{3}{3+1}=0.75 .$$

The direction of the error is known in advance. Line B is in fact the larger one, so there is more B than this estimate allows, and the true $x_A$ must lie below 0.75.

## Exact solution

### From atoms to areas

Let $n$ be the number of atoms per volume and $z$ the depth below the surface. A slice of thickness $dz$ contains $n x_i\,dz$ atoms of element $i$ per unit area. Let $p_i$ be the strength with which one such atom produces a detected electron if nothing stops the electron on its way out. It contains the ionization probability, the angular distribution and the transmission of the analyser at that energy. Factors common to both lines, such as X-ray flux, analysed area and counting time, are collected in $G$. The flux is taken as the same at all depths that contribute.

An electron that loses energy on its way out leaves the peak and joins the background. If the probability of such a loss per unit path is $1/\lambda_i$, the probability $P$ of surviving a path $s$ obeys $dP/ds=-P/\lambda_i$ with $P(0)=1$, so $P=e^{-s/\lambda_i}$. The length $\lambda_i$ is the inelastic mean free path. It is called the attenuation length here, because the two are the same when elastic scattering is neglected. For emission at an angle $\theta$ from the surface normal, a straight path from depth $z$ has length $s=z/\cos\theta$. Changes of direction by elastic scattering are left out. The slice therefore contributes

$$dI_i=G\,n\,x_i\,p_i\,e^{-z/(\lambda_i\cos\theta)}\,dz .$$

Because $x_i$ does not depend on $z$, it can be taken out of the integral over depth. Because the film is thick, the upper limit may be set to infinity:

$$\int_0^\infty e^{-z/(\lambda_i\cos\theta)}dz=\lambda_i\cos\theta,
\qquad
I_i=G\,n\cos\theta\;x_i\,p_i\lambda_i .$$

The product $p_i\lambda_i$ is specific to the line; the rest of the prefactor is common. Measured relative to line A, the sensitivity factor is

$$S_i=\frac{p_i\lambda_i}{p_A\lambda_A},$$

which makes $S_A=1$. With $C=G\,n\cos\theta\;p_A\lambda_A$ the areas become

$$I_i=C\,x_i\,S_i .$$

### From areas to fractions

Division by the sensitivity factor leaves a number proportional to the atomic fraction, $I_i/S_i=C\,x_i$. The constant $C$ is unknown, but the fractions add up to one. Summing over both elements gives

$$\frac{I_A}{S_A}+\frac{I_B}{S_B}=C\,(x_A+x_B)=C ,$$

and therefore

$$x_i=\frac{I_i/S_i}{I_A/S_A+I_B/S_B}.$$

If all sensitivity factors are multiplied by the same number, it cancels between numerator and denominator. Only their ratio matters.

For the given data,

$$\frac{I_A}{S_A}=\frac{2000}{1}=2000,\qquad
\frac{I_B}{S_B}=\frac{3000}{3}=1000,\qquad C=3000,$$

$$x_A=\frac{2000}{3000}=\frac23,\qquad x_B=\frac{1000}{3000}=\frac13 ,$$

or 66.7 and 33.3 atomic percent. Inserting them back gives $3000\cdot\frac23\cdot1=2000$ and $3000\cdot\frac13\cdot3=3000$, the two measured areas.

With equal sensitivity factors the formula reduces to the fraction of the total area, here $2000/5000=0.4$. That would make B the majority element; the factor of 3 reverses the order.

### A simulated measurement

The sensitivity ratio can be found from a standard of known composition, provided that the standard is also clean, thick and homogeneous, and that $\lambda_B/\lambda_A$, the angle between light and analyser, the polarization of the light and the analyser settings are the same for the standard and the film. Dividing $I_B=Cx_BS_B$ by $I_A=Cx_AS_A$ gives $S_B/S_A=(I_B/I_A)(x_A/x_B)$. This procedure was tested by a random simulation in which atoms were placed at random depths, ionized at random, and given random free paths. The attenuation lengths were 2.00 nm for A and 2.11 nm for B, and the ionization probabilities were chosen so that $p_B\lambda_B/(p_A\lambda_A)=3$.

A standard with equal numbers of A and B, viewed along the normal, gave 30029 and 90174 counts, hence a ratio of $3.003\pm0.020$. A film with two A atoms for each B atom, viewed at $45^\circ$, gave 28190 and 42291 counts. With the simulated ratio,

$$x_A=\frac{28190}{28190+42291/3.003}=0.667\pm0.002 ,$$

in agreement with the composition put in. The change of angle does no harm because $\cos\theta$ is common to both lines.

## Comparison of the two results

The estimate 0.75 exceeds the exact $2/3$ by 0.083, or 12.5% of the exact value. To see where the difference comes from, write the result in terms of the atomic ratio

$$r=\frac{x_A}{x_B}=\frac{I_A}{I_B}\,\frac{S_B}{S_A},\qquad x_A=\frac{r}{1+r},\qquad x_B=\frac{1}{1+r}.$$

The estimate kept the second factor of $r$, which is 3, and replaced the first, which is $2/3$, by 1. The effect of a small change in $r$ follows from the derivative:

$$dx_A=\frac{(1+r)-r}{(1+r)^2}\,dr=\frac{r}{(1+r)^2}\,\frac{dr}{r}=x_Ax_B\;d(\ln r).$$

At the estimate, $x_Ax_B=0.75\times0.25=0.1875$. Restoring the area ratio changes $\ln r$ by $\ln(2/3)=-0.405$, so to first order $x_A$ falls by $0.1875\times0.405=0.076$, to 0.674. The remaining 0.007 is of higher order in the change of $\ln r$. The estimate thus has the right majority element, and its error is accounted for by the neglected area ratio.

### The same error from peak heights

The value 0.75 also appears if peak heights are used in place of areas. Suppose that A is an s line, which is single, and B is a p line, which spin–orbit coupling splits into two components with $j=3/2$ and $j=1/2$. These have $2j+1=4$ and 2 states. If each electron of the filled shell contributes equally, the component areas are in the ratio 2:1, so the stronger one holds $\frac23\times3000=2000$ counts.

For a Gaussian line of area $I$ and full width at half maximum $w$, recorded in channels of width $\Delta$, the counts per channel are $h\,e^{-4\ln2\,(E-E_0)^2/w^2}$. Summing the channels amounts to integrating over energy and dividing by $\Delta$:

$$I=\frac{h}{\Delta}\,w\sqrt{\frac{\pi}{4\ln2}},\qquad
h=\sqrt{\frac{4\ln2}{\pi}}\;\frac{I\Delta}{w}=0.939\,\frac{I\Delta}{w}.$$

Let line A and the stronger component of B both have $w=1.2$ eV, with $\Delta=0.05$ eV, and let the weaker component lie far enough away to add nothing at the maximum of the stronger one. Both heights are then $0.939\times2000\times0.05/1.2=78.3$ counts per channel. Equal heights, divided by factors meant for areas, give

$$\frac{78.3/1}{78.3/1+78.3/3}=\frac34 .$$

That this equals the first estimate is an accident of the chosen areas and widths. The height misses the weaker component of B, and in general it also depends on the width. The same 0.75 results if the area of the stronger component alone, 2000 counts, is divided by a factor that belongs to the whole doublet. An area and its sensitivity factor must refer to the same components.

## How firm is the result?

### Small errors and counting noise

Since $\ln r=\ln I_A-\ln I_B-\ln S_A+\ln S_B$, the derivative found above gives, to first order,

$$\delta x_A=x_Ax_B\left(\frac{\delta I_A}{I_A}-\frac{\delta I_B}{I_B}-\frac{\delta S_A}{S_A}+\frac{\delta S_B}{S_B}\right),\qquad x_Ax_B=\frac29=0.222 .$$

A relative error of 1% in any one of the four inputs moves $x_A$ by about 0.002. Equal relative errors in the two areas cancel; an equal number of counts added to both does not.

If the true value of $S_B$ is 3.3 instead of 3, the first-order formula predicts a shift of $0.222\times0.10=0.022$. The full formula gives $x_A=2000/(2000+3000/3.3)=0.6875$, a shift of 0.021.

For counting noise, let $b_i$ be the mean background under line $i$, assumed known. The total count is Poisson distributed with variance $I_i+b_i$, and subtracting a known number leaves the variance unchanged. The two lines fluctuate independently, so their relative variances add:

$$\sigma_x=x_Ax_B\sqrt{\frac{I_A+b_A}{I_A^2}+\frac{I_B+b_B}{I_B^2}} .$$

Without background this is $0.222\sqrt{1/2000+1/3000}=0.0064$. If each background equals its peak area, both variances double and $\sigma_x$ grows by $\sqrt2$ to 0.0091. A background that must itself be estimated from other channels adds further variance.

### Layers on the film and a film of finite thickness

In the following cases the two areas are held at 2000 and 3000 counts, and the question is which composition would really produce them. Emission is along the normal.

**A carbon overlayer.** A layer of thickness $t$ multiplies each area by $e^{-t/\lambda_i^c}$, where $\lambda_i^c$ is the attenuation length in carbon. Undoing this attenuation gives

$$\frac{x_A}{x_B}=2\,\exp\!\left(\frac{t}{\lambda_A^c}-\frac{t}{\lambda_B^c}\right).$$

For $t=1$ nm, $\lambda_A^c=3.00$ nm and $\lambda_B^c=3.17$ nm the ratio is 2.04 and $x_A=0.671$, a shift of $+0.004$. Each line loses more than a quarter of its area, but the losses are nearly equal and largely cancel in the ratio.

**A thin film.** If the film has thickness $D$ and the substrate contains neither A nor B, the depth integral stops at $D$ and gives $\lambda_i(1-e^{-D/\lambda_i})$. Hence

$$\frac{x_A}{x_B}=2\;\frac{1-e^{-D/\lambda_B}}{1-e^{-D/\lambda_A}} .$$

At $D=10$ nm the shift of $x_A$ is $-0.0005$, which is negligible here. In the opposite limit, $D\ll\lambda_i$, the expansion $1-e^{-D/\lambda_i}\approx D/\lambda_i$ gives $x_A/x_B=2\lambda_A/\lambda_B=2\times2.00/2.11=1.90$ and $x_A=0.655$. Almost every electron that starts towards the analyser then leaves the film without energy loss, and the attenuation length contained in the sensitivity factor no longer belongs there.

**A skin of pure A.** Let the top layer, of thickness $t$, contain A alone, at the same total atom density and with the same attenuation lengths as the film. Below it the fraction of A is $x$. With $q_i=e^{-t/\lambda_i}$, the skin supplies a share $1-q_A$ of the signal that a thick film of pure A would give, and the material below supplies $x\,q_A$. Element B is present only below:

$$\frac{I_A}{S_A}\propto 1-q_A+x\,q_A,\qquad \frac{I_B}{S_B}\propto(1-x)\,q_B .$$

The measured ratio of these quantities is 2, so $1-q_A+xq_A=2(1-x)q_B$. Collecting the terms in $x$ gives

$$x=\frac{2q_B-(1-q_A)}{q_A+2q_B}.$$

For $t=0.3$ nm, $q_A=e^{-0.3/2.00}=0.861$ and $q_B=e^{-0.3/2.11}=0.867$, so $x=0.615$. The shift of $-0.052$ is the largest among the cases sized in this section, although the skin is only one to two atomic layers thick. Atoms at the surface are seen without attenuation, and the simple formula assigns their signal to the whole film.

Each of the three layer cases was tested by adding up the signals of slices 0.001 nm thick. With the corrected composition as input, the simple formula returned the apparent value $2/3$ to within $10^{-5}$.

Tilting the sample can reveal such a skin. At emission angle $\theta$ the thickness $t$ is replaced by $t/\cos\theta$, which lowers both $q_A$ and $q_B$. The apparent ratio $[1-(1-x)q_A]/[(1-x)q_B]$ then rises, since its numerator grows and its denominator shrinks. For a thick, clean, homogeneous film it does not change. For a thin film or under a carbon layer it falls slightly with the attenuation lengths used here. This holds for a flat surface, straight electron paths and a fixed angle between light and analyser.

### Geometry and unseen atoms

For linearly polarized light in the dipole approximation, the emission at angle $\varepsilon$ from the polarization direction is proportional to $1+\beta\,(3\cos^2\varepsilon-1)/2$, where the asymmetry parameter $\beta$ depends on the line. Let $\gamma$ be the angle between the light beam and the analyser. In unpolarized light the polarization takes all directions $\phi$ perpendicular to the beam, with $\cos\varepsilon=\sin\gamma\cos\phi$. The average of $\cos^2\phi$ is $1/2$, so

$$L(\gamma)=1+\frac{\beta}{2}\left(\frac32\sin^2\gamma-1\right).$$

At $\sin^2\gamma=2/3$, or $\gamma=54.7^\circ$, this factor is 1 for every $\beta$. At $90^\circ$ it is $1+\beta/4$: 1.50 for $\beta_A=2.0$ and 1.35 for $\beta_B=1.4$. If the factors 1 and 3 lack this term but the measurement is made at $90^\circ$, the corrected calculation is

$$x_A=\frac{2000/1.50}{2000/1.50+3000/(3\times1.35)}=\frac{1333}{1333+741}=0.643 ,$$

a shift of $-0.024$. If the factors were calibrated in the geometry of the measurement, the term is already included and must not be applied again.

Hydrogen gives no usable core line and is absent from the sum. If 5% of all atoms were hydrogen, the fraction of A among all atoms would be $0.95\times\frac23=0.633$. The ratio $x_A/x_B=2$ would be unaffected.

## The numbers beside a real film

The model lies in the regime of a titanium dioxide film measured with aluminium K-alpha light, with O 1s as line A and Ti 2p as line B. For a photon energy of about 1487 eV and binding energies of about 530 and 459 eV, the kinetic energies are about 957 and 1028 eV. The attenuation lengths, line widths and asymmetry parameters used above are rough values for this regime; the areas and the sensitivity ratio are round numbers. The ideal oxide has an oxygen fraction of $2/3$, but this result alone would not establish that a film is stoichiometric. A film with 1.9 oxygen atoms per titanium atom has an oxygen fraction of $1.9/2.9=0.655$, only 0.011 lower. That is less than the shift from a 10% error in the sensitivity ratio. The assumption of a clean surface of uniform composition is easily violated, since films handled in air can carry hydroxyl groups, water and oxygen-containing carbon compounds. The skin model gave 0.05 for 0.3 nm of oxygen at the full atom density of the oxide, about 96 atoms per nm³, which is denser than such layers are. If the skin holds A at a fraction $f$ of that density, the term $1-q_A$ is multiplied by $f$. Liquid water has about 33 oxygen atoms per nm³, so $f\approx0.35$, and 0.3 nm of it gives $x=0.650$, a shift of about 0.017. This is still more than the difference between 1.9 and 2 oxygen atoms per titanium atom. Real Ti 2p spectra also have a background that is not a straight line, and the choice of background enters through $\delta I_B/I_B$.

Of the effects sized here, counting noise is among the smaller ones. Longer counting reduces it, but leaves errors of calibration, geometry and surface composition as they are. The numerical output below lists the inputs and shifts to more digits than a real analysis of this kind would justify.

## Values computed for the example and the checks

```
area A, B: 2000, 3000 counts
sensitivity factor A, B: 1, 3 (no unit)
area/factor A, B: 2000, 1000 counts
sum of area/factor: 3000 counts
exact fraction A, B: 2/3, 1/3 (no unit)
atomic percent A, B: 66.7, 33.3 at.%
raw-area fraction of A (wrong): 0.400
photon energy (rough): 1487 eV
binding energy A, B (rough): 530, 459 eV
kinetic energy A, B: 957, 1028 eV
attenuation length in film A, B: 2.00, 2.11 nm
attenuation length in carbon A, B: 3.00, 3.17 nm
simulated standard counts A, B: 30029, 90174
simulated factor ratio B/A: 3.003 +- 0.020
simulated 45-degree film counts A, B: 28190, 42291
simulated fraction of A: 0.6668 +- 0.0023
doublet states, upper and lower j: 4, 2
line widths FWHM, main and minor: 1.2, 2.0 eV
doublet splitting (rough): 5.7 eV
channel width: 0.05 eV
integrated area A, B: 2000.0, 3000.0 counts
peak height A, B: 78.3, 78.3 counts/channel
height-based fraction of A (wrong): 0.750
error coefficient x_A*x_B: 0.2222
counting error of x_A, no background: 0.0064
counting error of x_A, background = area: 0.0091
x_A that really belongs to the same areas, and its shift from 2/3:
  true factor ratio 3.3, not 3: 0.6875, shift +0.0208
  carbon overlayer 1.0 nm: 0.6705, shift +0.0039
  film thickness 10.0 nm: 0.6662, shift -0.0005
  pure-A skin 0.3 nm (x_A below it): 0.6147, shift -0.0519
  90-degree geometry, angular term missing: 0.6429, shift -0.0238
  hydrogen 5 at.% (x_A of all atoms): 0.6333, shift -0.0333
asymmetry parameter A, B (rough): 2.0, 1.4
angular factor at 90 degrees A, B: 1.50, 1.35
angle where the angular factor is 1: 54.7 degrees
```
